# Surface recombination velocity at a flat-band p-type surface with midgap defects

## Question

A p-type semiconductor carries $N_{it}$ defects per unit area at its surface. Each has one level $E_t$ and holds either no electron or one. The filled fraction is $f$. The capture velocities are

$$S_{n0}=\sigma_n v_{th}N_{it},\qquad S_{p0}=\sigma_p v_{th}N_{it},\qquad k=\frac{S_{n0}}{S_{p0}},$$

where $\sigma_n,\sigma_p$ are the capture cross-sections for electrons and holes, and $v_{th}$ is the thermal velocity, taken equal for both. The equilibrium densities are $p_0$ and $n_0=n_i^2/p_0$, with $p_0>n_i$. Steady illumination adds equal densities $\Delta$ of electrons and holes, measured just beneath the surface. The bands are flat up to the surface at every $\Delta$, so the defects see $n=n_0+\Delta$ and $p=p_0+\Delta$. Deeper in the material the excess density can be higher, because carriers diffuse towards the surface to recombine. Boltzmann statistics hold, and the defect has degeneracy factor one. The recombination velocity is $S=U/\Delta$, where $U$ is the net recombination rate per unit area.

For numbers, use $T=300$ K ($k_BT=0.02585$ eV), $p_0=10^{16}$ cm⁻³, $n_i=10^{10}$ cm⁻³, $N_{it}=10^{10}$ cm⁻², $\sigma_n=10^{-14}$ cm², $\sigma_p=10^{-16}$ cm² and $v_{th}=2\times10^7$ cm/s.

## (a) Find $U$ for given $n$ and $p$.

**Answer.** Electrons are captured by empty defects at the rate $S_{n0}n(1-f)$ and emitted by filled ones at a rate proportional to $f$, written $S_{n0}n_1f$. Holes are captured by filled defects at the rate $S_{p0}pf$ and emitted by empty ones at the rate $S_{p0}p_1(1-f)$.

In equilibrium each capture process balances its own emission:

$$n_1=n_0\frac{1-f_0}{f_0},\qquad p_1=p_0\frac{f_0}{1-f_0}.$$

Hence $n_1p_1=n_0p_0=n_i^2$. Fermi occupation gives $(1-f_0)/f_0=e^{(E_t-E_F)/k_BT}$, and $n_0=n_ie^{(E_F-E_i)/k_BT}$, where $E_i$ is the intrinsic level. Therefore

$$n_1=n_ie^{(E_t-E_i)/k_BT},\qquad p_1=n_ie^{-(E_t-E_i)/k_BT}.$$

The emission coefficients are assumed unchanged by illumination. In steady state $f$ is constant, so net electron capture equals net hole capture:

$$S_{n0}[n(1-f)-n_1f]=S_{p0}[pf-p_1(1-f)].$$

Collecting the terms in $f$ gives

$$f=\frac{S_{n0}n+S_{p0}p_1}{D},\qquad 1-f=\frac{S_{n0}n_1+S_{p0}p}{D},$$

$$D=S_{n0}(n+n_1)+S_{p0}(p+p_1).$$

Insert these into the electron side. The terms $S_{n0}nn_1$ cancel:

$$U=\frac{S_{n0}}{D}\left[n(S_{n0}n_1+S_{p0}p)-n_1(S_{n0}n+S_{p0}p_1)\right]=\frac{S_{n0}S_{p0}(np-n_i^2)}{D}.$$

Dividing numerator and denominator by $S_{n0}S_{p0}$,

$$U=\frac{np-n_i^2}{(n+n_1)/S_{p0}+(p+p_1)/S_{n0}}.$$

## (b) The defects lie at midgap, meaning $E_t=E_i$. Find $S(\Delta)$, and simplify it when thermal emission is negligible.

**Answer.** Now $n_1=p_1=n_i$. The numerator of $U$ is

$$(n_0+\Delta)(p_0+\Delta)-n_0p_0=\Delta(n_0+p_0+\Delta).$$

Divide $U$ by $\Delta$, then multiply numerator and denominator by $S_{n0}$:

$$S=S_{n0}\,\frac{p_0+n_0+\Delta}{p_0+n_i+k(n_0+n_i)+(1+k)\Delta}.$$

Since $n_0<n_i$, the small terms can be dropped if $(1+k)n_i\ll p_0$. Then

$$S\simeq S_{n0}\,\frac{p_0+\Delta}{p_0+(1+k)\Delta}.\tag{1}$$

Here $(1+k)n_i/p_0=101\times10^{-6}$, so emission lowers the low-injection value by about 0.01% of $S_{n0}$.

## (c) Show that $S$ tends to $S_{n0}$ at low injection and to $S_{n0}S_{p0}/(S_{n0}+S_{p0})$ at high injection. State what "low" and "high" require, and explain the limits.

**Answer.** For $\Delta\to0$, equation (1) gives $S\to S_{n0}$. For $\Delta\to\infty$ it gives

$$S_\infty=\frac{S_{n0}}{1+k}=\frac{S_{n0}S_{p0}}{S_{n0}+S_{p0}}.$$

The distances from the limits follow by subtraction:

$$1-\frac{S}{S_{n0}}=\frac{k\Delta}{p_0+(1+k)\Delta},\qquad \frac{S}{S_\infty}-1=\frac{kp_0}{p_0+(1+k)\Delta}.$$

For $k\gg1$, the low limit requires $\Delta\ll p_0/k$, which is stricter than $\Delta\ll p_0$. The high limit requires $\Delta\gg p_0$. Between them, for $p_0/k\ll\Delta\ll p_0$, equation (1) becomes $S\simeq S_{p0}p_0/\Delta$: the rate $U\simeq S_{p0}p_0$ is held fixed by hole capture. For $k\ll1$ the two limits nearly coincide and $S$ hardly changes.

The filled fraction explains the fall. Without emission, and for $\Delta\gg n_0$, part (a) gives

$$f\simeq\frac{k\Delta}{p_0+(1+k)\Delta},\qquad S\simeq S_{n0}(1-f).$$

At low injection the abundant holes keep the defects empty, so nearly every defect is available to an electron. At high injection $n\simeq p\simeq\Delta$. A defect waits on average $N_{it}/(S_{n0}\Delta)$ for an electron and then $N_{it}/(S_{p0}\Delta)$ for a hole. The times add, so $1/S_\infty=1/S_{n0}+1/S_{p0}$.

## (d) Does $S$ fall at every injection level? Keep thermal emission.

**Answer.** Write the full result of (b) as $S=(N+\Delta)/(A+B\Delta)$, with

$$N=n_0+p_0,\quad A=\frac{n_0+n_i}{S_{p0}}+\frac{p_0+n_i}{S_{n0}},\quad B=\frac1{S_{p0}}+\frac1{S_{n0}}.$$

The quotient rule gives $dS/d\Delta=(A-NB)/(A+B\Delta)^2$, whose sign does not depend on $\Delta$. Subtracting,

$$A-NB=\frac{n_i-p_0}{S_{p0}}+\frac{n_i-n_0}{S_{n0}}.$$

Because $n_0=n_i^2/p_0$, we have $n_i-n_0=(n_i/p_0)(p_0-n_i)$, and so

$$A-NB=\frac{p_0-n_i}{S_{n0}}\left(\frac{n_i}{p_0}-k\right).$$

Thus $S$ falls throughout if $k>n_i/p_0$, and rises if $k<n_i/p_0$. The occupation shows why. In equilibrium $f_0/(1-f_0)=n_0/n_1=n_i/p_0$, while at high injection $f/(1-f)\to k$. Injection fills the defects in the first case and empties them in the second. In the example $k=100$ and $n_i/p_0=10^{-6}$, so $S$ falls. This rule is for the midgap level. For a general level the same steps give $A-NB=(n_1-p_0)/S_{p0}+(p_1-n_0)/S_{n0}$, so $S$ rises when $kn_1+p_1>kp_0+n_0$; in the example this happens for levels more than about 0.36 eV above or 0.48 eV below $E_i$.

## (e) Evaluate the limits and locate the transition. How near to midgap must the level lie?

**Answer.** The capture velocities are

$$S_{n0}=10^{-14}\times2\times10^7\times10^{10}=2000\ \text{cm/s},\qquad S_{p0}=20\ \text{cm/s},$$

$$S_\infty=\frac{2000\times20}{2020}=19.8\ \text{cm/s}\quad(0.198\ \text{m/s}).$$

The fall is a factor $1+k=101$. Setting $\Delta=p_0/(1+k)$ in (1) gives

$$S=\frac{S_{n0}}2\left(1+\frac1{1+k}\right)=\frac{S_{n0}+S_\infty}2,$$

so $S$ is halfway between its limits at $\Delta=10^{16}/101=9.9\times10^{13}$ cm⁻³. From the distances in (c), $S$ is 1% below $S_{n0}$ at $1.0\times10^{12}$ cm⁻³ and 1% above $S_\infty$ at $9.9\times10^{17}$ cm⁻³. At $\Delta=10^{15}$ cm⁻³, one tenth of the doping, $S$ is already down to 198 cm/s.

For a level away from midgap, the limit $\Delta\to0$ of part (a), with $n_0$ and $kn_0$ negligible beside $p_0$, is

$$S\simeq S_{n0}\frac{p_0}{p_0+p_1+kn_1}.$$

It is halved when $p_1+kn_1=p_0$. Above midgap $kn_1$ dominates, and the distance is $k_BT\ln[p_0/(kn_i)]=0.02585\times\ln10^4=0.238$ eV. Below midgap $p_1$ dominates, and the distance is $k_BT\ln(p_0/n_i)=0.02585\times\ln10^6=0.357$ eV. "Midgap" therefore means well inside this window, not a precise energy.

## (f) A positive fixed oxide charge of $Q=10^{11}$ elementary charges per cm² is added. Estimate its effect on $S$, referred to the edge of the bent region, and assess the flat-band model for a real surface.

**Answer.** Let $\psi$ be the downward band bending at the surface in units of $k_BT$. With flat quasi-Fermi levels, the surface densities are $ne^{\psi}$ and $pe^{-\psi}$, where $n,p$ now denote values at the edge. At a depth where the bending is $u$, Poisson's equation reads

$$u''=-\frac{q^2}{\varepsilon k_BT}\left[p(e^{-u}-1)-n(e^u-1)\right].$$

Multiply by $u'$ and integrate from the neutral interior, where $u=u'=0$, to the surface. If the semiconductor screens all the charge, Gauss's law gives $|u'|=q^2Q/(\varepsilon k_BT)$ there, so

$$Q^2=\frac{2\varepsilon k_BT}{q^2}\left[p(e^{-\psi}+\psi-1)+n(e^\psi-\psi-1)\right].$$

For relative permittivity 11.7 and low injection, the solution is $\psi=3.97$, or 0.103 eV. In $U$ the numerator stays $\Delta p_0$, while the denominator becomes $p_0e^{-\psi}/S_{n0}$. Hence $S\simeq S_{n0}e^{\psi}=2000\times53\simeq1.1\times10^5$ cm/s. This limit requires $k\Delta e^{2\psi}\ll p_0$, which is stricter than before. At this velocity the electron quasi-Fermi level is not quite flat: for a mobility of 1200 cm²/Vs, diffusion across the bent region lowers the value by about 2.5% to 5.5%, depending on where the edge is placed.

| $\Delta$ (cm⁻³) | $S$, flat band (cm/s) | $S$, with charge (cm/s) |
|---|---|---|
| $10^{12}$ | 1980 | 3654 |
| $10^{14}$ | 1005 | 54 |
| $10^{16}$ | 39 | 9.8 |
| $10^{17}$ | 21.8 | 12.9 |
| $10^{18}$ | 20.0 | 16.9 |

With charge, $S$ drops below $S_\infty$ and then rises again. Once hole capture limits the rate, $U\simeq S_{p0}pe^{-\psi}$, so for $\Delta\gg p_0$ we have $S\simeq S_{p0}e^{-\psi}$. More carriers screen the charge better, $\psi$ shrinks, and $S$ climbs back towards the flat-band limit. With this charge, the steady fall found in (d) for flat bands no longer holds.

The parameters are rough typical values for an annealed thermal oxide on moderately doped silicon. The cross-sections are the least certain. The low-injection limit is proportional to $\sigma_n$, while for $k\gg1$ the high-injection limit is nearly proportional to $\sigma_p$. A real interface has levels spread through the gap. At low injection the single level stands for those inside the window of (e), provided they share its cross-sections. The window widens as injection rises and more levels take part, so a single level with fixed $N_{it}$ then overstates the fall of $S$. For levels spread uniformly over $\pm0.56$ eV with the same cross-sections, the flat-band fall reaches a factor of about 59 near $3\times10^{17}$ cm⁻³, after which $S$ rises slightly even without charge. Fixed charge of the order assumed here is ordinary for such oxides, so the flat-band model is unreliable for such a surface unless the charge is compensated. For the single midgap level the charge multiplies the low-injection $S$ by about 53. For uniformly spread levels the factor is about 35, because the bending narrows the window. The factor is very sensitive to the charge: for the single level it is about 30 at $0.9\times10^{11}$ and about 99 at $1.1\times10^{11}$ cm⁻².

At low injection, the other omissions estimated here change $S$ less. If every defect carried one positive charge and the oxide carried none, the low-injection $S$ would be 1.29 times its flat-band value. Added to the oxide charge, the same defect charge matters more, and the table leaves it out: defects that are positive when empty raise the low-injection $S$ from $1.1\times10^5$ to $2.0\times10^5$ cm/s, and defects that are negative when filled raise the entries at $10^{12}$ and $10^{14}$ cm⁻³ to about 5800 and 85 cm/s. At 400 K, with the gap held at 1.12 eV, $n_i$ rises to about $3.5\times10^{12}$ cm⁻³ and emission lowers the limit by 3.4% of $S_{n0}$; the narrowing of silicon's gap on heating raises these figures to about $5\times10^{12}$ cm⁻³ and 5%. Meanwhile $v_{th}\propto\sqrt T$ raises both capture velocities by a factor 1.15 if the cross-sections stay fixed. At $\Delta=10^{18}$ cm⁻³ Boltzmann statistics err by 1.3% in the relation between electron density and Fermi level, and by 1% to 3.5% for holes, depending on the valence-band density of states adopted. At flat bands this enters $S$ through emission, which is negligible there; with the fixed charge it also enters through the bending and shifts $S$ by 0.1% to 0.3%. Flat bands provide no surface field to drive breakdown or tunnelling.

Bulk Auger recombination leaves $S$ unchanged but can hide it. For $\Delta\gg p_0$, uniform through a wafer of thickness $W$, the volume rate $C\Delta^3$ shared between two surfaces equals that of a surface velocity $C\Delta^2W/2$. With a rough $C=10^{-30}$ cm⁶/s and $W=200$ µm, this is 100 cm/s at $10^{17}$ cm⁻³ and $10^4$ cm/s at $10^{18}$ cm⁻³, against a surface value near 20 cm/s. At $10^{18}$ cm⁻³ the Auger-limited diffusion length is only about 40 µm (ambipolar diffusivity 15 cm²/s), so a uniform $\Delta$ there requires uniform generation. In such a wafer the last approach to $S_\infty$ would be masked by bulk loss. The numerical output gives further values.

## Values computed for the example and the checks

```
Temperature: 300 K; kT = 0.02585 eV
Hole density p0: 1.0e+16 cm^-3
Intrinsic density ni: 1.0e+10 cm^-3
Equilibrium electron density n0: 1.0e+04 cm^-3
Defect density: 1.0e+10 cm^-2
Cross-sections n, p: 1e-14, 1e-16 cm^2
Thermal velocity: 2.0e+07 cm/s
Sn0: 2000.0 cm/s
Sp0: 20.0 cm/s
Ratio k = Sn0/Sp0: 100.0 (no unit)
High-injection limit of S: 19.802 cm/s
High-injection limit in SI: 0.1980 m/s
Total fall Sn0/S_high: 101.0 (no unit)
Filled fraction, high limit: 0.9901 (no unit)
Low-limit shortfall by emission: 0.0101 %
Smallest k for a fall, ni/p0: 1.0e-06 (no unit)
dn (cm^-3) | S flat (cm/s) | f | S with fixed charge (cm/s)
1e+10 | 1999.60 | 0.00010 | 82505.3
1e+12 | 1980.00 | 0.00990 | 3653.9
1e+14 | 1004.92 | 0.49749 | 54.4
1e+15 | 198.20 | 0.90089 | 15.2
1e+16 | 39.22 | 0.98039 | 9.8
1e+17 | 21.76 | 0.98912 | 12.9
1e+18 | 20.00 | 0.99000 | 16.9
S 1% below Sn0 at dn = 1.00e+12 cm^-3
S halfway between limits at dn = 9.900e+13 cm^-3
S 1% above high limit at dn = 9.90e+17 cm^-3
Level above midgap that halves low S: 0.238 eV
Level below midgap that halves low S: 0.357 eV
Relative permittivity: 11.7 (no unit)
Fixed oxide charge: 1.0e+11 cm^-2
Its low-injection band bending: 0.1027 eV
The same in units of kT: 3.972 (no unit)
Low-injection S with it: 1.056e+05 cm/s
Factor on low-injection S: 52.8 (no unit)
Factor by defects' own charge: 1.29 (no unit)
Gap used for ni at 400 K: 1.12 eV
ni at 400 K: 3.46e+12 cm^-3
Low-limit shortfall at 400 K: 3.39 %
Thermal velocity factor at 400 K: 1.155
Band density Nc: 2.8e+19 cm^-3
Boltzmann error at dn = 1e18 cm^-3: 1.27 %
Auger coefficient: 1e-30 cm^6/s
Wafer thickness: 200 um
Auger-equivalent S at dn = 1e+17 cm^-3: 100 cm/s
Auger-equivalent S at dn = 1e+18 cm^-3: 10000 cm/s
```
